# Why size draws tin towards the split-vacancy site in germanium: verification in Python

```python
# RESULT UNDER TEST: an atom midway between two vacant germanium sites is at
# the saddle of the vacancy hop if it is a host atom, but at a minimum if it is
# sufficiently oversized.  Axial curvature at the midpoint:
#   kappa = 6 K [c2 A/(K+A) + (1-c2) B/(K+B)] - 2 pi^2 Em/d^2
# d: host bond length; Em: host hop barrier; K: spring holding a neighbour;
# A, B: changes of phi'' and phi'/r when the bond curve phi is shifted by size s;
# c2: squared axial direction cosine of a neighbour.  Units: nm and eV.
# A separate ten-orbital model (tin s,p + six dangling hybrids) tests bonding.
import itertools
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize

d = 0.245
size = 0.018
depth = 1.9
alpha = 13.5
K = 800.0
Em = 0.40
tin_mass_u = 118.7
temperature = 300.0

# Diamond lattice around the midpoint of the bond A-B
a = 4 * d / np.sqrt(3)
axis = np.ones(3) / np.sqrt(3)
side = np.array([1.0, -1.0, 0.0]) / np.sqrt(2)
fcc = [np.array(v) * a / 2 for v in itertools.product(range(-4, 5), repeat=3)
       if sum(v) % 2 == 0]
lattice = np.array([p + b for p in fcc for b in (np.zeros(3), np.ones(3) * a / 4)])
lattice = lattice - np.ones(3) * a / 8
radii = np.linalg.norm(lattice, axis=1)
remaining = lattice[radii > 0.51 * d]
radii = np.linalg.norm(remaining, axis=1)
R0 = radii.min()
shell = np.abs(radii - R0) < 1e-9
neighbours = remaining[shell]
next_shell = radii[~shell].min()
c2 = 25 / 57
assert len(neighbours) == 6
assert abs(R0 - np.sqrt(57) / 6 * d) < 1e-12
assert np.allclose((neighbours @ axis / R0) ** 2, c2)
site_A, site_B = -axis * d / 2, axis * d / 2
near = neighbours[neighbours @ axis < 0]


def phi(r, s, al=alpha):
    e = np.exp(-al * (r - d - s))
    return depth * (e * e - 2 * e)


def dphi(r, s, al=alpha):
    e = np.exp(-al * (r - d - s))
    return 2 * al * depth * (e - e * e)


def ddphi(r, s, al=alpha):
    e = np.exp(-al * (r - d - s))
    return 2 * al**2 * depth * (2 * e * e - e)


def host_path(x):
    return Em * np.cos(np.pi * x / d) ** 2


def replacement(position, s):
    r = np.linalg.norm(neighbours - position, axis=1)
    return np.sum(phi(r, s) - phi(r, 0))


def relaxed_replacement(position, s):
    total = 0.0
    root = np.sqrt(K)
    for atom in neighbours:
        def energy_gradient(v):
            bond = atom + v / root - position
            r = np.linalg.norm(bond)
            energy = 0.5 * v @ v + phi(r, s) - phi(r, 0)
            slope = dphi(r, s) - dphi(r, 0)
            return energy, v + slope * bond / r / root
        total += minimize(energy_gradient, np.zeros(3), jac=True,
                          method="BFGS", options={"gtol": 1e-8}).fun
    return total


def total_energy(x, s):
    return host_path(x) + relaxed_replacement(x * axis, s)


def centre_terms(s, al=alpha, spring=K):
    def balance(r):
        return spring * (r - R0) + dphi(r, s, al) - dphi(r, 0, al)
    r = brentq(balance, R0 - 0.04, R0 + 0.04)
    A = ddphi(r, s, al) - ddphi(r, 0, al)
    B = (dphi(r, s, al) - dphi(r, 0, al)) / r
    axial = 6 * spring * (c2 * A / (spring + A) + (1 - c2) * B / (spring + B))
    across = 3 * spring * ((1 - c2) * A / (spring + A)
                           + (1 + c2) * B / (spring + B))
    return r, axial, across


host_curvature = -2 * np.pi**2 * Em / d**2


def kappa(s):
    return centre_terms(s)[1] + host_curvature


def measured_kappa(s, h=0.003):
    return (total_energy(h, s) - 2 * total_energy(0, s) + total_energy(-h, s)) / h**2


# Missing neighbour leaves the thrust of one compressed bond
def bond_sum(x, atoms):
    return np.sum(phi(np.linalg.norm(atoms - x * axis, axis=1), size))


h = 1e-6
push = -(bond_sum(-d / 2 + h, near) - bond_sum(-d / 2 - h, near)) / (2 * h)
full = np.vstack([near, site_B])
full_push = -(bond_sum(-d / 2 + h, full) - bond_sum(-d / 2 - h, full)) / (2 * h)
assert abs(push + dphi(d, size)) < 1e-4 and push > 0
assert abs(full_push) < 1e-4

# Midpoint curvatures, critical size and full path
R_relaxed, size_curvature, across = centre_terms(size)
numerical = measured_kappa(size)
assert abs(numerical - kappa(size)) < 0.02 * abs(kappa(size))
h = 0.003
across_num = (relaxed_replacement(side * h, size) + relaxed_replacement(-side * h, size)
              - 2 * relaxed_replacement(np.zeros(3), size)) / h**2
assert abs(across_num - across) < 0.02 * across and across > 0
critical_size = brentq(kappa, 0.0, size)
assert measured_kappa(0.95 * critical_size) < 0 < measured_kappa(1.05 * critical_size)
critical_barrier = size_curvature * d**2 / (2 * np.pi**2)
grid = np.linspace(-d / 2, d / 2, 41)
tin_path = np.array([total_energy(x, size) for x in grid])
small_path = np.array([total_energy(x, critical_size / 2) for x in grid])
assert np.argmin(tin_path) == 20
assert np.argmin(small_path) != 20
small_offset = abs(grid[np.argmin(small_path)])
quartic_kappa = size_curvature - 4 * Em / (d / 2) ** 2
range_kappas = [centre_terms(size, al=v)[1] + host_curvature for v in (12.0, 15.0)]
soft_kappa = centre_terms(size, spring=500.0)[1] + host_curvature

# Ten-orbital bonding model
Vss, Vsp, Vpp, Vpi = -1.7, 1.8, 2.8, -0.8
level_s, level_p = -8.0, 0.0
level_h = (level_s + 3 * level_p) / 4
hop_decay, repulsion_decay = 8.0, 20.0


def orbital_levels(position, atoms, directions, s, dangling=0.0):
    n = len(atoms)
    H = np.diag([level_s] + [level_p] * 3 + [level_h] * n).astype(float)
    for j, (atom, hybrid) in enumerate(zip(atoms, directions)):
        bond = position - atom
        r = np.linalg.norm(bond)
        m = bond / r
        c = hybrid @ m
        f = np.exp(-hop_decay * (r - d - s))
        to_s = 0.5 * Vss - np.sqrt(3) / 2 * c * Vsp
        to_p = 0.5 * Vsp * m + np.sqrt(3) / 2 * (c * Vpp * m + Vpi * (hybrid - c * m))
        H[0, 4 + j] = H[4 + j, 0] = f * to_s
        H[1:4, 4 + j] = H[4 + j, 1:4] = f * to_p
        for k in range(j):
            if (atoms[j] @ axis) * (atoms[k] @ axis) > 0:
                H[4 + j, 4 + k] = H[4 + k, 4 + j] = dangling
    return np.linalg.eigvalsh(H)


tetra_dirs = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / np.sqrt(3)


def tetra_electrons(r):
    return 2 * np.sum(orbital_levels(np.zeros(3), r * tetra_dirs, -tetra_dirs, 0)[:4])


h = 1e-5
repulsion = (tetra_electrons(d + h) - tetra_electrons(d - h)) / (2 * h) / (4 * repulsion_decay)


def tetra_total(r):
    return tetra_electrons(r) + 4 * repulsion * np.exp(-repulsion_decay * (r - d))


h = 1e-4
orbital_stiffness = (tetra_total(d + h) - 2 * tetra_total(d) + tetra_total(d - h)) / h**2 / 4
vacant = np.array([site_A if atom @ axis < 0 else site_B for atom in neighbours])
hybrids = (vacant - neighbours) / d


def orbital_energy(x, s, dangling=0.0):
    position = x * axis
    levels = orbital_levels(position, neighbours, hybrids, s, dangling)
    r = np.linalg.norm(neighbours - position, axis=1)
    return 2 * np.sum(levels[:5]) + repulsion * np.sum(np.exp(-repulsion_decay * (r - d - s)))


def orbital_replacement(x, dangling=0.0):
    return orbital_energy(x, size, dangling) - orbital_energy(x, 0, dangling)


# Closed symmetry levels at the midpoint, from axial and radial components
c = 7 / np.sqrt(57)
mz, mr = 5 / np.sqrt(57), np.sqrt(32 / 57)
nz, nr = 1 / 3, 2 * np.sqrt(2) / 3
f = np.exp(-hop_decay * (R0 - d - size))
ts = f * (Vss / 2 - np.sqrt(3) / 2 * c * Vsp)
along = Vsp / 2 + np.sqrt(3) / 2 * c * Vpp
tz = f * (along * mz + np.sqrt(3) / 2 * Vpi * (nz - c * mz))
tr = f * (along * mr + np.sqrt(3) / 2 * Vpi * (nr - c * mr))


def pair_levels(level, coupling2):
    mean, half = (level + level_h) / 2, (level - level_h) / 2
    split = np.sqrt(half**2 + coupling2)
    return mean - split, mean + split


a1g = pair_levels(level_s, 6 * ts**2)
a2u = pair_levels(level_p, 6 * tz**2)
eu = pair_levels(level_p, 3 * tr**2)
closed = np.sort([*a1g, *a2u, *eu, *eu, level_h, level_h])
direct = orbital_levels(np.zeros(3), neighbours, hybrids, size)
assert np.allclose(closed, direct, atol=1e-9)
orbital_profile = np.array([orbital_replacement(x) for x in grid])
assert np.argmin(orbital_profile) == 20
h = 0.003
orbital_curvature = (orbital_replacement(h) - 2 * orbital_replacement(0)
                     + orbital_replacement(-h)) / h**2
assert orbital_curvature > 0
orbital_critical_barrier = orbital_curvature * d**2 / (2 * np.pi**2)
gain = orbital_replacement(0) - orbital_replacement(-d / 2)
gain_dangling = orbital_replacement(0, -0.3) - orbital_replacement(-d / 2, -0.3)

# Motion of tin in the axial well
stiffness_SI = kappa(size) * const.e / const.nano**2
omega = np.sqrt(stiffness_SI / (tin_mass_u * const.atomic_mass))
zero_point = const.hbar * omega / 2 / const.e
thermal_width = np.sqrt(const.k * temperature / stiffness_SI) / const.nano


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("host bond length d", d, "nm")
show("tin-host bond excess s", size, "nm")
show("Morse depth", depth, "eV", 2)
show("Morse inverse range", alpha, "1/nm", 1)
show("Morse bond stiffness", ddphi(d, 0), "eV/nm^2", 0)
show("neighbour spring K", K, "eV/nm^2", 0)
show("host hop barrier", Em, "eV", 2)
print("neighbours of midpoint:", len(neighbours))
show("midpoint-neighbour distance, unrelaxed", R0, "nm")
show("midpoint-neighbour distance, relaxed", R_relaxed, "nm")
show("next shell distance", next_shell, "nm")
show("push from three bonds at site", push, "eV/nm", 2)
for name, x in (("site", -d / 2), ("quarter", -d / 4), ("midpoint", 0.0)):
    show(f"replacement energy, fixed host, {name}", replacement(x * axis, size), "eV", 3)
    show(f"total path energy, relaxed, {name}", total_energy(x, size), "eV", 3)
show("host axial curvature", host_curvature, "eV/nm^2", 1)
show("size axial curvature", size_curvature, "eV/nm^2", 1)
show("total axial curvature, formula", kappa(size), "eV/nm^2", 1)
show("total axial curvature, numerical", numerical, "eV/nm^2", 1)
show("size transverse curvature", across, "eV/nm^2", 1)
show("critical bond excess", critical_size, "nm")
show("critical host barrier", critical_barrier, "eV", 3)
show("offset at half critical excess", small_offset, "nm")
show("curvature, quartic barrier", quartic_kappa, "eV/nm^2", 1)
show("curvature, Morse range 12 /nm", range_kappas[0], "eV/nm^2", 1)
show("curvature, Morse range 15 /nm", range_kappas[1], "eV/nm^2", 1)
show("curvature, K = 500 eV/nm^2", soft_kappa, "eV/nm^2", 1)
print("orbital hops ss,sp,pp,pi (eV):", Vss, Vsp, Vpp, Vpi)
print("orbital levels s,p,hybrid (eV):", level_s, level_p, level_h)
print("hop, repulsion decay (1/nm):", hop_decay, repulsion_decay)
show("orbital-model bond stiffness", orbital_stiffness, "eV/nm^2", 0)
show("a1g bonding level", a1g[0], "eV", 3)
show("a2u bonding level", a2u[0], "eV", 3)
show("eu bonding level", eu[0], "eV", 3)
show("eg nonbonding level", level_h, "eV", 3)
for name, x in (("site", -d / 2), ("quarter", -d / 4), ("midpoint", 0.0)):
    show(f"orbital replacement energy, {name}", orbital_replacement(x), "eV", 3)
show("orbital host midpoint minus site", orbital_energy(0, 0) - orbital_energy(-d / 2, 0), "eV", 3)
show("orbital size curvature, fixed host", orbital_curvature, "eV/nm^2", 1)
show("orbital critical host barrier", orbital_critical_barrier, "eV", 3)
show("shift of midpoint gain, -0.3 eV dangling hop", gain_dangling - gain, "eV", 3)
show("axial zero-point energy", 1000 * zero_point, "meV", 2)
show("harmonic rms axial motion at 300 K", thermal_width, "nm")
print("every check passed")
```

Running it gives:

```
host bond length d: 0.2450 nm
tin-host bond excess s: 0.0180 nm
Morse depth: 1.90 eV
Morse inverse range: 13.5 1/nm
Morse bond stiffness: 693 eV/nm^2
neighbour spring K: 800 eV/nm^2
host hop barrier: 0.40 eV
neighbours of midpoint: 6
midpoint-neighbour distance, unrelaxed: 0.3083 nm
midpoint-neighbour distance, relaxed: 0.3081 nm
next shell distance: 0.4184 nm
push from three bonds at site: 17.99 eV/nm
replacement energy, fixed host, site: 0.099 eV
total path energy, relaxed, site: -0.252 eV
replacement energy, fixed host, quarter: -0.993 eV
total path energy, relaxed, quarter: -0.844 eV
replacement energy, fixed host, midpoint: -1.377 eV
total path energy, relaxed, midpoint: -0.977 eV
host axial curvature: -131.5 eV/nm^2
size axial curvature: 185.9 eV/nm^2
total axial curvature, formula: 54.3 eV/nm^2
total axial curvature, numerical: 54.4 eV/nm^2
size transverse curvature: 120.2 eV/nm^2
critical bond excess: 0.0135 nm
critical host barrier: 0.565 eV
offset at half critical excess: 0.0796 nm
curvature, quartic barrier: 79.2 eV/nm^2
curvature, Morse range 12 /nm: 28.8 eV/nm^2
curvature, Morse range 15 /nm: 76.0 eV/nm^2
curvature, K = 500 eV/nm^2: 45.8 eV/nm^2
orbital hops ss,sp,pp,pi (eV): -1.7 1.8 2.8 -0.8
orbital levels s,p,hybrid (eV): -8.0 0.0 -2.0
hop, repulsion decay (1/nm): 8.0 20.0
orbital-model bond stiffness: 672 eV/nm^2
a1g bonding level: -9.931 eV
a2u bonding level: -5.013 eV
eu bonding level: -3.820 eV
eg nonbonding level: -2.000 eV
orbital replacement energy, site: 0.155 eV
orbital replacement energy, quarter: -0.654 eV
orbital replacement energy, midpoint: -0.891 eV
orbital host midpoint minus site: 0.397 eV
orbital size curvature, fixed host: 109.5 eV/nm^2
orbital critical host barrier: 0.333 eV
shift of midpoint gain, -0.3 eV dangling hop: -0.016 eV
axial zero-point energy: 2.19 meV
harmonic rms axial motion at 300 K: 0.0218 nm
every check passed
```
